# Landau levels and the valley-dependent zeroth level of a massive Dirac monolayer: verification in Python

```python
"""
Result under test: a massive Dirac monolayer in a perpendicular field B has
    E(n,+-) = +-sqrt(Delta^2 + 2 n (hbar v / l)^2),  n = 1, 2, ...
and one unpaired level E(0) = -tau sgn(B) Delta.
tau = +-1: valley; Delta: half gap; v: Dirac speed; l = sqrt(hbar/(e|B|)).
H = v (tau pi_x sigma_x + pi_y sigma_y) + Delta sigma_z, pi = p + eA,
electron charge -e. A valley-dependent mass m_tau replaces Delta by m_tau.
Lattice tests use lattice constant = hopping = hbar = e = 1.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal

# ---------- symbolic test of the spinors, with l = hbar v = 1 ----------
x = sp.symbols("x", real=True)
D = sp.symbols("D", positive=True)


def oscillator(n):
    norm = sp.sqrt(2**n * sp.factorial(n))
    return sp.I**n * sp.hermite(n, x) * sp.exp(-x**2 / 2) / norm


def apply_dirac(tau, upper, lower):
    """Landau gauge at k_y = 0: pi_x = -i d/dx, pi_y = x."""
    top = D * upper - sp.I * tau * sp.diff(lower, x) - sp.I * x * lower
    bottom = -sp.I * tau * sp.diff(upper, x) + sp.I * x * upper - D * lower
    return top, bottom


def residual_is_zero(tau, upper, lower, energy):
    top, bottom = apply_dirac(tau, upper, lower)
    pieces = (top - energy * upper, bottom - energy * lower)
    return all(sp.simplify(sp.expand(p * sp.exp(x**2 / 2))) == 0
               for p in pieces)


for n in (1, 2, 3):
    for branch in (1, -1):
        energy = branch * sp.sqrt(D**2 + 2 * n)
        alpha, beta = sp.sqrt(2 * n), energy - D
        assert residual_is_zero(1, alpha * oscillator(n - 1),
                                beta * oscillator(n), energy)
        assert residual_is_zero(-1, alpha * oscillator(n),
                                -beta * oscillator(n - 1), energy)
assert residual_is_zero(1, sp.Integer(0), oscillator(0), -D)
assert residual_is_zero(-1, oscillator(0), sp.Integer(0), D)
# The would-be partner at +D for tau = +1 solves the equation but grows.
assert residual_is_zero(1, sp.exp(x**2 / 2), sp.Integer(0), D)

# ---------- honeycomb lattice: the same bonds with and without field ----------
bond = 1 / np.sqrt(3)
row_step = 1.5 * bond
length = 20.0            # magnetic length in lattice constants
mass_lattice = 0.1       # half gap in units of the hopping
window = 0.152           # energy window holding n = 0 to 3
pair_tolerance = 0.004   # well below the spacing of neighbouring levels

# Entry: (from sublattice, to sublattice, row shift, dx, dy, amplitude)
hoppings = [(0, 1, -1, -bond, 0.0, -1.0),
            (0, 1, 0, bond / 2, 0.5, -1.0),
            (0, 1, 0, bond / 2, -0.5, -1.0)]
# On-site terms are halved because the Hermitian conjugate is added later.
staggered = hoppings + [(0, 0, 0, 0.0, 0.0, mass_lattice / 2),
                        (1, 1, 0, 0.0, 0.0, -mass_lattice / 2)]
t2 = mass_lattice / (3 * np.sqrt(3))
valley_odd = list(hoppings)
for sub, sign in ((0, 1), (1, -1)):
    for shift, dx, dy in ((0, 0.0, 1.0), (-1, -row_step, -0.5),
                          (1, row_step, -0.5)):
        valley_odd.append((sub, sub, shift, dx, dy, 1j * sign * t2))


def bloch(bonds, k):
    h = np.zeros((2, 2), complex)
    for start, end, _, dx, dy, amp in bonds:
        h[start, end] += amp * np.exp(1j * (k[0] * dx + k[1] * dy))
    return h + h.conj().T


def landau_levels(bonds, ky, field_sign):
    """Energies and mean positions of levels away from the cut ends."""
    half = int(6 * length / row_step)
    rows = np.arange(-half, half + 1)
    size = len(rows)
    h = np.zeros((2 * size, 2 * size), complex)
    position = np.zeros(2 * size)
    for i, row in enumerate(rows):
        for sub in (0, 1):
            position[2 * i + sub] = row * row_step + sub * bond / 2
        for start, end, shift, dx, dy, amp in bonds:
            j = i + shift
            if 0 <= j < size:
                middle = position[2 * i + start] + dx / 2
                phase = (ky + field_sign * middle / length**2) * dy
                h[2 * i + start, 2 * j + end] += amp * np.exp(1j * phase)
    energies, states = np.linalg.eigh(h + h.conj().T)
    weight = np.abs(states)**2
    inside = weight[np.abs(position) < 4 * length].sum(axis=0)
    keep = (inside > 0.9) & (np.abs(energies) < window)
    return energies[keep], (position @ weight)[keep]


def unpaired_index(levels):
    found = [i for i, e in enumerate(levels)
             if np.min(np.abs(levels + e)) > pair_tolerance]
    assert len(found) == 1, (levels, found)
    return found[0]


def valley_data(bonds, k):
    """Valley index from winding, mass, and Dirac speed from the slope."""
    angles = np.linspace(0, 2 * np.pi, 201)
    circle = [bloch(bonds, k + 0.01 * np.array([np.cos(s), np.sin(s)]))[0, 1]
              for s in angles]
    turn = np.unwrap(np.angle(circle))
    tau = -int(round((turn[-1] - turn[0]) / (2 * np.pi)))
    h0 = bloch(bonds, k)
    mass = (h0[0, 0] - h0[1, 1]).real / 2
    step = 1e-4
    slopes = [(bloch(bonds, k + step * d) - bloch(bonds, k - step * d))
              / (2 * step) for d in np.eye(2)]
    return tau, mass, abs(slopes[0][0, 1]), slopes


valleys = [np.array([2 * np.pi / np.sqrt(3), s * 2 * np.pi / 3])
           for s in (1, -1)]
lattice_report = []
gaps = []
worst = 0.0
taus = []
for k in valleys:
    tau, mass, speed, slopes = valley_data(staggered, k)
    taus.append(tau)
    assert abs(mass - mass_lattice) < 1e-10
    for field_sign in (1, -1):
        levels, _ = landau_levels(staggered, k[1], field_sign)
        zero = unpaired_index(levels)
        assert abs(levels[zero] + tau * field_sign * mass) < 1e-4
        others = np.delete(levels, zero)
        for branch in (1, -1):
            found = np.sort(np.abs(others[branch * others > 0]))
            assert len(found) == 3
            predicted = 2 * np.arange(1, 4) * (speed / length)**2
            error = np.max(np.abs((found**2 - mass**2) / predicted - 1))
            worst = max(worst, error)
        if field_sign == 1:
            gaps.append(levels[levels > 0].min() - levels[levels < 0].max())
        lattice_report.append((tau, field_sign, levels[zero]))
    # Orbital moment of the conduction edge from zero-field Bloch states.
    band, u = np.linalg.eigh(bloch(staggered, k))
    val, con = u[:, 0], u[:, 1]
    product = (con.conj() @ slopes[0] @ val) * (val.conj() @ slopes[1] @ con)
    moment = product.imag / (band[0] - band[1])
    assert abs(moment / (-tau * speed**2 / (2 * mass)) - 1) < 1e-5
assert sorted(taus) == [-1, 1]
# Lattice corrections are of order n (lattice constant / l)^2.
assert worst < 0.02
assert abs(gaps[0] - gaps[1]) < 1e-4

# Guiding centre moves by -l^2 times the change of k_y.
centres = []
for offset in (0.0, 0.5 / length):
    levels, means = landau_levels(staggered, valleys[0][1] + offset, 1)
    centres.append(means[unpaired_index(levels)])
centre_shift = (centres[1] - centres[0]) / length
assert abs(centre_shift + 0.5) < 0.02

# Valley-odd mass: both unpaired levels must lie at the same edge.
odd_report = []
for k in valleys:
    tau, mass, _, _ = valley_data(valley_odd, k)
    levels, _ = landau_levels(valley_odd, k[1], 1)
    e_zero = levels[unpaired_index(levels)]
    assert abs(e_zero + tau * mass) < 0.02 * abs(mass)
    odd_report.append((tau, mass, e_zero))
assert odd_report[0][1] * odd_report[1][1] < 0
assert odd_report[0][2] * odd_report[1][2] > 0

# ---------- worked example with round model parameters ----------
delta = 0.8              # eV
hbar_v = 0.35            # eV nm
field = 10.0             # T
l_nm = np.sqrt(const.hbar / (const.e * field)) * 1e9
epsilon = np.sqrt(2) * hbar_v / l_nm
speed_si = hbar_v * 1e-9 * const.e / const.hbar
mass_ratio = delta * const.e / speed_si**2 / const.m_e
cyclotron = const.hbar * field / (mass_ratio * const.m_e)  # eV
energies = np.sqrt(delta**2 + np.arange(4) * epsilon**2)
splitting = energies[1] - delta
density = const.e * field / const.h * 1e-4

# Upper component of the squared Hamiltonian, diagonalized on a grid.
grid = np.linspace(-8 * l_nm, 8 * l_nm, 1601)
h = grid[1] - grid[0]
grid_edges = {}
for tau in (1, -1):
    diagonal = hbar_v**2 * (2 / h**2 + grid**2 / l_nm**4 + tau / l_nm**2)
    off = np.full(len(grid) - 1, -hbar_v**2 / h**2)
    squares = eigh_tridiagonal(diagonal, off, eigvals_only=True,
                               select="i", select_range=(0, 2))
    grid_levels = np.sqrt(delta**2 + squares)
    expected = energies[1:4] if tau == 1 else energies[:3]
    assert np.max(np.abs(grid_levels - expected)) < 1e-3 * splitting
    grid_edges[tau] = grid_levels[0]
assert abs(cyclotron / splitting - 1) < 0.01

print("MODEL EXAMPLE")
print(f"half gap Delta = {delta:.3f} eV")
print(f"hbar v = {hbar_v:.3f} eV nm")
print(f"field B = {field:.1f} T")
print(f"Dirac speed v = {speed_si:.4e} m/s")
print(f"magnetic length l = {l_nm:.4f} nm")
print(f"epsilon = sqrt(2) hbar v/l = {epsilon*1e3:.3f} meV")
print(f"effective mass m*/m_e = {mass_ratio:.4f}")
for tau in (1, -1):
    print(f"tau = {tau:+d}: E_0 = {-tau*delta:+.6f} eV")
for n in range(1, 4):
    print(f"both valleys: E_{n} = +/-{energies[n]:.6f} eV; "
          f"distance from edge = {(energies[n]-delta)*1e3:.4f} meV")
print(f"conduction valley splitting = {splitting*1e3:.4f} meV")
print(f"same from squared H on grid = "
      f"{(grid_edges[1]-grid_edges[-1])*1e3:.4f} meV")
print(f"linear estimate hbar omega_c = {cyclotron*1e3:.4f} meV")
print(f"splitting / k_B = {splitting*const.e/const.k:.2f} K")
print(f"smallest level separation, each valley = "
      f"{delta+energies[1]:.6f} eV")
print(f"states per valley and spin = {density:.4e} cm^-2")
print("LATTICE TEST (energies in units of hopping t)")
print(f"l = {length:.1f} lattice constants; Delta = {mass_lattice:.3f} t")
for tau, sign, e_zero in lattice_report:
    print(f"tau = {tau:+d}, sgn(B) = {sign:+d}: E_0 = {e_zero:+.6f} t")
print(f"largest relative error of E_n^2-Delta^2, n=1..3 = {worst:.2e}")
print(f"smallest separations = {gaps[0]:.6f} t and {gaps[1]:.6f} t")
print(f"guiding-centre shift for dk_y = 0.5/l: {centre_shift:.4f} l")
for tau, mass, e_zero in odd_report:
    print(f"valley-odd mass, B > 0, tau = {tau:+d}: "
          f"m = {mass:+.4f} t, E_0 = {e_zero:+.6f} t")
print("success")
```

Printed output:

```
MODEL EXAMPLE
half gap Delta = 0.800 eV
hbar v = 0.350 eV nm
field B = 10.0 T
Dirac speed v = 5.3174e+05 m/s
magnetic length l = 8.1130 nm
epsilon = sqrt(2) hbar v/l = 61.010 meV
effective mass m*/m_e = 0.4976
tau = +1: E_0 = -0.800000 eV
tau = -1: E_0 = +0.800000 eV
both valleys: E_1 = +/-0.802323 eV; distance from edge = 2.3230 meV
both valleys: E_2 = +/-0.804639 eV; distance from edge = 4.6393 meV
both valleys: E_3 = +/-0.806949 eV; distance from edge = 6.9490 meV
conduction valley splitting = 2.3230 meV
same from squared H on grid = 2.3230 meV
linear estimate hbar omega_c = 2.3264 meV
splitting / k_B = 26.96 K
smallest level separation, each valley = 1.602323 eV
states per valley and spin = 2.4180e+11 cm^-2
LATTICE TEST (energies in units of hopping t)
l = 20.0 lattice constants; Delta = 0.100 t
tau = -1, sgn(B) = +1: E_0 = +0.100000 t
tau = -1, sgn(B) = -1: E_0 = -0.100000 t
tau = +1, sgn(B) = +1: E_0 = -0.100000 t
tau = +1, sgn(B) = -1: E_0 = +0.100000 t
largest relative error of E_n^2-Delta^2, n=1..3 = 1.88e-03
smallest separations = 0.217250 t and 0.217250 t
guiding-centre shift for dk_y = 0.5/l: -0.5000 l
valley-odd mass, B > 0, tau = -1: m = -0.1000 t, E_0 = -0.099937 t
valley-odd mass, B > 0, tau = +1: m = +0.1000 t, E_0 = -0.099937 t
success
```
